# Migdal's theorem: the Fermi-surface jump and the quasiparticle weight

## Result and conditions

At zero temperature, the momentum distribution of a paramagnetic uniform electron gas with regular quasiparticles jumps at the Fermi momentum by

\[
n(k_F-0)-n(k_F+0)=Z .
\]

Here \(n(k)\) is the occupation per spin. The quasiparticle weight \(Z\) is the weight of the delta peak at the Fermi level in the spectral function \(A(k_F,\omega)\). It is related to the self-energy by

\[
\frac1Z=1-\left.\frac{\partial\,\mathrm{Re}\,\Sigma(k_F,\omega)}{\partial\omega}\right|_{\omega=0}.
\]

Frequencies are measured from the chemical potential \(\mu\), \(\hbar=1\), and \(q=k-k_F\). The Lehmann representation connects \(n(k)\) with the Green function \(G\), but does not by itself produce a jump. Three further conditions are used near \(k_F\).

**(a)** For small \(q\) and small \(y>0\),

\[
\frac1{G(k,iy)}=\frac{iy}{Z}-v_0q+r,\qquad |r|\le C(y+|q|)^{1+\alpha},
\]

with \(\alpha>0\), \(Z>0\) and \(v_0>0\). At this point \(Z\) is just a coefficient; it is identified with the peak weight below.

**(b)** For each \(y>0\), \(G(k,iy)\) is continuous in \(k\).

**(c)** The moment \(\int A(k,\omega)|\omega|\,d\omega\) is bounded by one number \(M\) for all \(k\) near \(k_F\) and all large volumes.

Condition (a) expresses Fermi-liquid behaviour. Neglecting \(r\) and continuing \(iy\to\omega\), the pole lies at \(\omega=Zv_0q\), so the quasiparticle velocity is \(Zv_0\). A quasiparticle outside the Fermi surface has positive energy, one inside has negative energy. The conditions are assumed here, not derived from the Coulomb Hamiltonian.

## The Lehmann representation

Take first a finite volume. Let \(K=H-\mu N\) have ground state \(|0\rangle\) and energies \(K_m\). For \(\mathrm{Im}\,z>0\) define

\[
G(k,z)=-i\int_0^\infty dt\,e^{izt}\langle0|c_k(t)c_k^\dagger+c_k^\dagger c_k(t)|0\rangle,
\]

where \(c_k(t)=e^{iKt}c_ke^{-iKt}\). Inserting complete sets of states with one particle more (\(m\)) or one less (\(l\)) gives

\[
\langle c_k(t)c_k^\dagger\rangle=\sum_m|\langle m|c_k^\dagger|0\rangle|^2e^{-i(K_m-K_0)t},
\]
\[
\langle c_k^\dagger c_k(t)\rangle=\sum_l|\langle l|c_k|0\rangle|^2e^{+i(K_l-K_0)t}.
\]

Since \(-i\int_0^\infty e^{i(z-E)t}dt=1/(z-E)\),

\[
G(k,z)=\sum_m\frac{|\langle m|c_k^\dagger|0\rangle|^2}{z-(K_m-K_0)}+\sum_l\frac{|\langle l|c_k|0\rangle|^2}{z+(K_l-K_0)}
=\int\frac{A(k,\omega)}{z-\omega}\,d\omega .
\]

The weights in \(A\) are squares, so \(A\ge0\). Their sum is \(\langle c_kc_k^\dagger+c_k^\dagger c_k\rangle=1\). Because \(|0\rangle\) minimizes \(K\), addition energies lie at \(\omega\ge0\) and removal energies at \(\omega\le0\). The total removal weight is

\[
\sum_l|\langle l|c_k|0\rangle|^2=\langle0|c_k^\dagger c_k|0\rangle=n(k).
\]

Now let the volume grow, assuming that \(A\) has a limit. For small \(q\ne0\), condition (a) gives \(|1/G(k,iy)|\ge v_0|q|-C|q|^{1+\alpha}>0\) as \(y\to0\). Hence \(iyG(k,iy)\to0\), which means that no finite weight sits at \(\omega=0\), as the next section but one shows. Condition (c) prevents weight from escaping to infinity. The removal weight therefore becomes

\[
n(k)=\int_{\omega<0}A(k,\omega)\,d\omega\qquad(k\ne k_F).
\]

## Occupation from the imaginary axis

The real part of one Lehmann term at \(z=iy\) is

\[
\mathrm{Re}\frac1{iy-\omega}=\mathrm{Re}\frac{-iy-\omega}{y^2+\omega^2}=-\frac{\omega}{\omega^2+y^2},
\qquad
\int_0^\infty\frac{\omega\,dy}{\omega^2+y^2}=\frac\pi2\,\mathrm{sgn}\,\omega .
\]

The absolute value of the integrand also integrates to at most \(\pi/2\), and \(A\) has total weight one, so the \(y\) and \(\omega\) integrals may be exchanged:

\[
\frac1\pi\int_0^\infty\mathrm{Re}\,G(k,iy)\,dy=-\frac12\int A(k,\omega)\,\mathrm{sgn}\,\omega\,d\omega .
\]

For \(k\ne k_F\) the weight below zero is \(n\) and the weight above is \(1-n\). The right side is then \([n-(1-n)]/2=n-1/2\), and

\[
n(k)=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G(k,iy)\,dy .
\]

This form is convenient because, away from \(y=0\), \(G(k,iy)\) is smooth even when \(A\) has a sharp peak.

The identity also holds in a finite system whose \(\mu\) lies in a gap. For two electrons on a four-site Hubbard ring with \(U/t=4\), the ground-state occupations are 0.9398 at \(k=0\) and 0.0272 at \(k=\pi/2\); the integral reproduces both within \(10^{-5}\). A finite system has discrete momenta and hence no sharp jump to define.

## Z as a peak weight and as a slope

Multiply the Lehmann representation by \(iy\):

\[
iyG(k,iy)=\int A(k,\omega)\frac{iy}{iy-\omega}\,d\omega .
\]

The fraction has modulus \(y/\sqrt{y^2+\omega^2}\le1\). As \(y\to0\) it tends to 1 at \(\omega=0\) and to 0 elsewhere. By dominated convergence, \(iyG(k,iy)\) tends to the finite weight located at \(\omega=0\). At \(k_F\), condition (a) gives

\[
iyG(k_F,iy)=\frac{1}{1/Z+r/(iy)}\longrightarrow Z,
\]

because \(|r|/y\le Cy^\alpha\). Thus \(A(k_F,\omega)=Z\delta(\omega)+A_{\rm inc}(\omega)\), and \(0<Z\le1\).

For the slope formula write \(1/G=z-\xi_k-\Sigma(k,z)\), with \(\xi_k\) the bare energy measured from \(\mu\). The self-energy has the dispersion relation

\[
\Sigma(k_F,z)=\Sigma_\infty+\int\frac{\Gamma(E)}{z-E}\,dE,\qquad
\Gamma(E)=-\frac1\pi\mathrm{Im}\,\Sigma(k_F,E+i0).
\]

Its density is non-negative. To see this, put \(y=\mathrm{Im}\,z>0\) and use the Cauchy–Schwarz inequality with \(\int A\,d\omega=1\):

\[
-\mathrm{Im}\,G=y\int\frac{A\,d\omega}{|z-\omega|^2}\ge y|G|^2
\quad\Rightarrow\quad
\mathrm{Im}\frac1G=\frac{-\mathrm{Im}\,G}{|G|^2}\ge y .
\]

Hence \(\mathrm{Im}\,\Sigma=y-\mathrm{Im}(1/G)\le0\). In a three-dimensional Fermi liquid \(\Gamma(E)=O(E^2)\) near zero; this is assumed here. Then

\[
\frac{\Sigma(k_F,iy)-\Sigma(k_F,0)}{iy}
=\int\frac{\Gamma(E)}{iy}\left[\frac1{iy-E}+\frac1E\right]dE
=\int\frac{\Gamma(E)}{E(iy-E)}\,dE .
\]

The last integrand is bounded by \(\Gamma/E^2\), which is integrable, so the limit is \(-\int\Gamma/E^2\,dE\). On the real axis the difference quotient is the principal value of \(\int\Gamma(E)/[E(\omega-E)]\,dE\). It has the same limit if \(\Gamma/E\) is Hölder continuous near zero. Condition (a) at \(k_F\) gives \(1/G(k_F,iy)\to0\) as \(y\to0\), so \(\xi_{k_F}+\Sigma(k_F,0)=0\) and

\[
\frac{1}{iy\,G(k_F,iy)}=1-\frac{\Sigma(k_F,iy)-\Sigma(k_F,0)}{iy}.
\]

The left side tends to \(1/Z\). Therefore

\[
\frac1Z=1+\int\frac{\Gamma(E)}{E^2}\,dE=1-\left.\frac{\partial\,\mathrm{Re}\,\Sigma}{\partial\omega}\right|_0 .
\]

## The jump

Split the \(y\) integral for \(n(k)\) at a small \(\eta>0\).

**Large \(y\).** From the Lehmann representation,

\[
|\mathrm{Re}\,G(k,iy)|\le\int A\frac{|\omega|}{\omega^2+y^2}\,d\omega\le\frac{M}{y^2}.
\]

This bound is integrable on \((\eta,\infty)\). With (b), dominated convergence makes this part continuous at \(k_F\), so it contributes no jump.

**Small \(y\), leading term.** Let \(F_0=iy/Z-v_0q\). Then

\[
\mathrm{Re}\frac1{F_0}=-\frac{v_0q}{v_0^2q^2+y^2/Z^2}.
\]

Substitute \(y=Zv_0|q|t\), so that \(dy=Zv_0|q|\,dt\) and the denominator is \(v_0^2q^2(1+t^2)\):

\[
\frac1\pi\int_0^\eta\mathrm{Re}\frac1{F_0}\,dy
=-\frac Z\pi\,\mathrm{sgn}(q)\arctan\frac{\eta}{Zv_0|q|}
\longrightarrow-\frac Z2\,\mathrm{sgn}(q)\qquad(q\to0).
\]

The velocity sets the width of the region in \(y\) that matters, but drops out of the limit. Its sign does not: a negative \(v_0\) would reverse the jump.

**Small \(y\), remainder.** Since \(a^2+b^2\ge(a+b)^2/2\),

\[
|F_0|\ge c\,(y+|q|),\qquad c=\frac{\min(1/Z,v_0)}{\sqrt2}.
\]

For \(y+|q|\) so small that \(C(y+|q|)^\alpha\le c/2\), also \(|F_0+r|\ge c(y+|q|)/2\). Hence

\[
\left|G-\frac1{F_0}\right|=\frac{|r|}{|F_0+r||F_0|}\le C'(y+|q|)^{\alpha-1},\qquad C'=\frac{2C}{c^2},
\]
\[
\int_0^\eta\left|G-\frac1{F_0}\right|dy\le\frac{C'}{\alpha}(\eta+|q|)^\alpha .
\]

This is where \(\alpha>0\) is needed. For a remainder known merely to be \(o(y+|q|)\), this estimate need not become small, and the argument would not close.

Let \(q\to0\) first and \(\eta\to0\) afterwards. The remainder vanishes. At \(k_F\) itself \(F_0\) is imaginary, so \(\mathrm{Re}\,G\) is bounded near zero by the integrable \(C'y^{\alpha-1}\). The two one-sided limits therefore exist:

\[
n(k_F\pm0)=\bar n\mp\frac Z2,\qquad
\bar n=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G(k_F,iy)\,dy .
\]

Subtracting them gives the theorem.

## What lies on either side

Let \(w_<\) and \(w_>\) be the weights of \(A_{\rm inc}\) below and above zero. Normalization gives \(w_<+w_>+Z=1\). The delta peak at \(\omega=0\) contributes nothing to \(\mathrm{Re}\,G(k_F,iy)\), so

\[
\bar n=\frac12+\frac{w_<-w_>}2=\frac{(w_<+w_>+Z)+w_<-w_>}{2}=w_<+\frac Z2 .
\]

Consequently

\[
n(k_F+0)=w_<,\qquad n(k_F-0)=w_<+Z .
\]

As \(k\) crosses \(k_F\) from outside, the coherent peak passes from the empty to the occupied side of the Fermi level, while the incoherent weight below zero is continuous. Since \(w_<\) and \(w_>\) are non-negative, \(n(k_F+0)\le1-Z\) and \(n(k_F-0)\ge Z\). Without interactions \(Z=1\), and the full step from one to zero returns.

## A check on the real axis

A model with bare energy \(q\) shows the peak crossing directly. Its dimensionless self-energy is

\[
\Sigma=(1+0.3q)f(z)-f(0),\qquad f(z)=\int\frac{\rho(E)}{z-E}dE,\qquad
\rho(E)=\frac{BE^2}{[(E-a)^2+1]^2},
\]

with \(a=0.5\). With \(x=E-a\), the integrals of \(1/(x^2+1)^2\) and \(x^2/(x^2+1)^2\) are both \(\pi/2\). Unit norm of \(\rho\) requires \(B(\pi/2)(1+a^2)=1\), so \(B\pi/2=0.8\). The slope is \(f'(0)=-\int\rho/E^2\,dE=-0.8\), and

\[
Z=\frac1{1+0.8}=0.5556 .
\]

Integrating \(A\) over negative frequencies gives \(n=0.6457\) at \(q=-10^{-4}\) and \(0.0899\) at \(q=+10^{-4}\), a difference of 0.5558. The separately integrated incoherent weights are \(w_<=0.0900\) and \(w_>=0.3544\). They satisfy \(w_<+w_>+Z=1.0000\), and \(w_<+Z=0.6456\) agrees with the inner occupation. The numerical check tests these relations.

## When the conditions fail

Suppose \(\Gamma(E)=\lambda|E|/2\) for \(|E|<1\) and zero outside. Pairing \(E\) with \(-E\) gives

\[
\Sigma(iy)=-i\lambda y\int_0^1\frac{E\,dE}{E^2+y^2}=-\frac{i\lambda y}{2}\ln\left(1+\frac1{y^2}\right).
\]

Thus \(1/G=iya(y)-\xi\), with \(a(y)=1+(\lambda/2)\ln(1+1/y^2)\). The coefficient that should equal \(1/Z\) diverges as \(y\to0\). The difference between occupations at \(\xi=-\delta\) and \(\xi=+\delta\) is

\[
D(\delta)=\frac2\pi\int_0^\infty\frac{\delta\,dy}{\delta^2+y^2a(y)^2}.
\]

Choose any \(y_0>0\). Below \(y_0\), \(a(y)\ge a(y_0)\), so this part is at most \(1/a(y_0)\). Above it, \(a\ge1\) gives at most \(2\delta/(\pi y_0)\). Let \(\delta\to0\), then \(y_0\to0\): the jump is zero. The approach is slow. For \(\lambda=1\), \(D=0.114\), 0.061 and 0.032 at \(\delta=10^{-3}\), \(10^{-6}\) and \(10^{-12}\).

The conditions are sufficient, not necessary. In the Hartree–Fock electron gas the bare exchange energy contains a term proportional to \(q\ln(1/|q|)\), so (a) fails. Yet \(1/G=iy-e(k)\), with a real energy \(e(k)\) that changes sign at \(k_F\), and the imaginary-axis formula gives \(n=1/2-\mathrm{sgn}(e)/2\): a jump of one.

## The electron gas in G0W0

In this example momenta are in units of \(k_F\) and energies in \(k_F^2\) hartree, with \(k_F\) in inverse bohr. The Coulomb interaction is \(v(Q)=4\pi g/Q^2\), where \(g=(4/9\pi)^{1/3}r_s\) and \(Q\) is the transferred momentum. RPA screening replaces it by \(W=v/(1+vP)\), with

\[
P(Q,i\nu)=2\int_{p<1}\frac{d^3p}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\nu^2},\qquad
\Delta=\mathbf p\cdot\mathbf Q+\frac{Q^2}{2}.
\]

The self-energy is bare exchange plus

\[
\Sigma_c(k,i\omega)=-\int\frac{d^3Q}{(2\pi)^3}\int\frac{d\nu}{2\pi}\,
\frac{W(Q,i\nu)-v(Q)}{i(\omega+\nu)-(|\mathbf k+\mathbf Q|^2-1)/2}.
\]

The Fermi level is aligned at \(k=1\):

\[
\frac1{G(k,iy)}=iy-\frac{k^2-1}{2}-[\Sigma(k,iy)-\Sigma(1,0)].
\]

The theorem concerns any \(G\) with the spectral form and regularity used above. For this approximation conditions (a) to (c) are assumed rather than proved, and the numbers below test the conclusion. The resulting numbers are G0W0 values, not exact electron-gas values.

At \(r_s=4\), \(k_F=0.480\) inverse bohr. The slope of \(\Sigma\) at the Fermi level is \(-0.571\), hence

\[
Z=\frac1{1+0.571}=0.637 .
\]

The occupations at \(k=1\mp\delta\) come from the full imaginary-axis integral:

| \(\delta\) | inside | outside | difference | minus \(Z\) |
|---|---|---|---|---|
| 0.1 | 0.851 | 0.072 | 0.779 | 0.142 |
| 0.01 | 0.793 | 0.129 | 0.664 | 0.028 |
| 0.001 | 0.781 | 0.141 | 0.641 | 0.004 |

The difference approaches \(Z\) from above. The excess divided by \(\delta\ln(1/\delta)\) stays near 0.6 in all three rows (0.62 at \(\delta=0.1\), 0.60 at \(\delta=0.01\), 0.58 to 0.60 at \(\delta=0.001\), where the quadrature uncertainty of about \(10^{-4}\) in \(Z\) moves the ratio by about 0.014), nearly constant over two decades of \(\delta\). This is consistent with a \(\delta\ln(1/\delta)\) correction, though three points do not prove that law.

The mean of the inner and outer occupations is 0.461 in all three rows. Taking this as \(\bar n\), the limiting values are estimated as

\[
n(k_F\pm0)\approx0.461\mp\frac{0.637}{2},
\]

or 0.143 outside and 0.779 inside. By the Lehmann identification, about 0.14 of the spectral weight at \(k_F\) is then incoherent and below the Fermi level, and \(1-0.637-0.143=0.22\) is incoherent and above it.

At \(r_s=1\) and 2 the slopes are \(-0.163\) and \(-0.309\), giving \(Z=0.860\) and 0.764. The differences at \(\delta=0.001\) are 0.863 and 0.768. Among these three densities, the more dilute gas has the steeper self-energy and the smaller jump.

## Table of computed values

```
Hubbard ring: 4 sites, 2 electrons, t = 1, U/t = 4.0
  k=0: n direct 0.939848, from G 0.939848
  k=pi/2: n direct 0.027189, from G 0.027190
Model self-energy (dimensionless units)
  bath centre 0.5, bath width 1.0, v0 0.8800
  Sigma slope -0.800000, Z 0.555556
  incoherent weight below 0.090014, above 0.354429
  q=-0.3: n real axis 0.772779, imag axis 0.772779
  |q|=1e-04: n inside 0.645693, outside 0.089924
  jump from A 0.555768
Marginal self-energy, coupling 1: difference of n across kF
  energy distance 1e-03: 0.114129
  energy distance 1e-06: 0.060576
  energy distance 1e-12: 0.032245
Electron gas, G0W0/RPA; energies in kF^2 hartree
  Sigma_c(k=0.5,i0.5), rs=4: 0.08710 -0.21419i
  same by explicit sum: 0.08763 -0.21423i
  rs=1: kF 1.91916 1/bohr
    Sigma slope -0.16267, Z 0.86009
    delta=0.001: n inside 0.92373, outside 0.06093
      difference 0.86281, minus Z +0.00272
  rs=2: kF 0.95958 1/bohr
    Sigma slope -0.30854, Z 0.76421
    delta=0.001: n inside 0.86575, outside 0.09809
      difference 0.76767, minus Z +0.00346
  rs=4: kF 0.47979 1/bohr
    Sigma slope -0.57062, Z 0.63669
    delta=0.1: n inside 0.85060, outside 0.07159
      difference 0.77901, minus Z +0.14232
    delta=0.01: n inside 0.79298, outside 0.12872
      difference 0.66426, minus Z +0.02757
    delta=0.001: n inside 0.78139, outside 0.14068
      difference 0.64071, minus Z +0.00402
```
